Why saturated crack spacings in a stretched scale span L to 2L

**The situation**

When a metal carrying a brittle oxide scale is pulled in tension, the scale cracks across the pulling direction. The cracks multiply at first, and then their number stops growing although the metal continues to stretch. The remaining strips of scale are not equally wide, but in a scale of uniform strength the widest is at most about twice the narrowest. Two questions follow: what sets the width, and why is there a range with a factor of two in it?

Let the scale have thickness h, Young modulus E and tensile strength S, the same at every section. Let x run along the pulling direction, and let σ(x) be the tensile stress in the scale averaged over its thickness. The interface can carry a shear stress of magnitude at most τ, and it carries τ wherever the scale slips over the metal. The length to be explained is

L = S h/τ.

The claim is that every saturated spacing s satisfies

L ≤ s ≤ 2L.

It holds under these conditions. The scale is initially longer than 2L, and its free edges count as cracks. Each crack cuts the full thickness and unloads its surroundings before the next one forms. The scale does not spall. Enough energy is available to drive each crack. Stretching continues until the surviving pieces slip steadily over the metal.

**How stress returns to a cracked scale**

A crack face carries no tension. Away from it, the scale can be loaded only through the interface. Consider a slice of scale between x and x + dx, of unit width. The scale to its right pulls it with force h σ(x + dx), and the scale to its left pulls it back with force h σ(x). Let q(x) be the shear stress that the scale exerts on the metal in the +x direction. The metal then exerts −q dx on the slice, and equilibrium requires

h σ(x + dx) − h σ(x) − q dx = 0,

so that

h dσ/dx = q, with |q| ≤ τ.

Take a piece of scale from x = 0 to x = s, with σ = 0 at both ends. Integrating from the left end gives

σ(x) = (1/h) ∫₀ˣ q dx′ ≤ τx/h.

Integrating from x to the right end gives 0 − σ(x) = (1/h) ∫ₓˢ q dx′. The integral is no lower than −τ(s − x), so σ(x) ≤ τ(s − x)/h. Both bounds hold together. If d is the distance from x to the nearer end,

σ(x) ≤ τd/h.

This inequality carries most of the argument. It does not require the whole interface to slip, and it does not contain E. It says that tension cannot build up faster than τ/h per unit length.

**The lower limit**

A new crack needs σ = S at its position. The inequality then requires S ≤ τd/h, or

d ≥ S h/τ = L.

The new crack must therefore lie at least L from both ends of the piece in which it forms. It creates two pieces, of lengths x and s − x, and neither is shorter than L. This applies to every crack in the sequence, so no spacing below L can arise. Each crack shields a length L on either side of itself.

**The upper limit**

The lower limit says where cracks are forbidden. The upper limit needs a different argument, namely that a piece longer than 2L is certain to break if stretching goes on.

Let w(x) be the displacement of the scale minus that of the metal, and let ε be the strain of the metal. The strain of the scale is σ/E, so

dw/dx = σ/E − ε.

In steady slip σ no longer changes. A further metal strain Δε then changes the relative displacement by Δw, with

d(Δw)/dx = −Δε.

Hence Δw = (a − x) Δε, where a is the one point that does not slip. To the left of a, the scale moves in the +x direction relative to the metal and drags the metal that way, so q = +τ. To the right, q = −τ. The total force on the piece must vanish:

τa − τ(s − a) = 0, which gives a = s/2.

The stress rises linearly from each end to a peak at the middle,

σ_peak = τs/(2h).

If s > 2L, this value exceeds τ(2L)/(2h) = S. The piece cannot reach steady slip without first reaching its strength, so it breaks. If s < 2L, the peak stays below S at every strain, because further stretching adds slip and not stress. A piece of exactly 2L just touches the strength at its middle: it either survives or splits into two pieces of length L. Both ends of the range can therefore be reached.

The factor of two is now plain. One build-up length is needed between a new crack and each of its neighbours. A breakable piece has two ends, so it needs two build-up lengths. A piece between L and 2L is long enough to have been created but too short to be broken.

**Why there is a range and not a single value**

Suppose first that the interface does not yield elastically at all before it slips. In a long piece, the metal then imposes its own strain on the scale beyond the build-up zones, and the stress there is Eε. When this reaches S, the profile is a ramp of length L at each end with a flat plateau between them. The plateau extends from x = L to x = s − L. Every section in it is equally close to failure, and mechanics alone does not choose between them. Small flaws decide.

A piece of 3L, for example, may break at its middle into two pieces of 1.5L, which then survive. It may instead break at L, giving pieces of L and 2L. Different choices leave different final spacings within the same limits.

The mean spacing needs one more assumption, that all allowed positions are equally likely. Let F(s) be the mean number of final pieces obtained from a piece of length s. For L ≤ s < 2L, F = 1. For s > 2L, the first crack falls at x with probability density 1/(s − 2L) and leaves two pieces, which then develop separately:

F(s) = [1/(s − 2L)] ∫ [F(x) + F(s − x)] dx, from x = L to s − L.

The two terms have equal integrals, because replacing x by s − x exchanges them. Therefore

F(s) = [2/(s − 2L)] ∫ F(x) dx, from x = L to s − L.

A law F = bs satisfies this equation, since the integral is then b[(s − L)² − L²]/2 = bs(s − 2L)/2. The short pieces, for which F = 1, do not follow this law themselves, but the numerical solution approaches it as s grows, and they fix the constant b. Solving the equation up to s = 12L gives a mean spacing s/F of 1.338L. A random sequence of cracks in a scale of length 20,000L gives 1.337L. The mean thus lies below the midpoint 1.5L.

**How large: an anodic film on aluminium**

Take rough values for a hard anodic oxide film: h = 10 µm, S = 400 MPa, E = 100 GPa and τ = 50 MPa. The last is of the order of the shear flow stress of the metal, which limits what the interface region can transmit. Then

L = 400 MPa × 10 µm / 50 MPa = 80 µm, and 2L = 160 µm.

Without residual stress, cracking starts at ε = S/E = 400/100,000 = 0.40 %. A piece of 200 µm can crack only between 80 and 120 µm from one end. A piece of 148.2 µm is safe, because its peak stress is limited to 50 × 148.2/20 = 370.5 MPa.

These statements were tested on a chain of elastic scale elements, each 3.9 µm long, joined to the metal by an interface that deforms elastically and then slips at τ. The metal was stretched in steps of about 9 %, relative to the strain already reached, up to a strain of 4.8 %. Whenever a bond between elements exceeded its strength, the most overloaded one was cut and equilibrium was found again. Strengths varied by 0.1 % (standard deviation), enough to select a position on a plateau. No rule for spacing was supplied.

A scale 1950 µm long ended as 16 pieces, the shortest 85.8 µm and the longest 156.0 µm, inside the predicted range of 80 to 160 µm. In a second run τ was doubled to 100 MPa and E raised to 150 GPa, with h and S held fixed, the elastic stiffness of the interface raised fourfold and the element length halved. L is then 40 µm, and the spacings ran from 44.9 to 72.1 µm. These lie inside the new limits of 40 and 80 µm. The 148.2 µm piece, stretched to 4.8 %, reached a peak of 370.8 MPa, below the strength of 400 MPa. The excess of 0.3 MPa over the limit of 370.5 MPa comes from a small viscous drag in the program, 0.3 MPa per µm of movement in a strain step, which keeps freely sliding pieces in place. In the last step the strain grows by 0.40 %, so the ends move by about 0.29 µm and the drag averages 0.044 MPa over each half. This adds 0.044 × 74.1/10 ≈ 0.3 MPa to the peak.

Two features of the first run differ from the simplest picture. Cracking was spread over strains from 0.43 to 0.60 %, whereas an interface without elastic give would produce all the cracks at 0.40 %. The value 0.43 % is merely the first strain step above 0.40 %. The later cracks are consistent with elastic give, which delays the rise of stress at the middle of a piece. To size it, let the interface carry q = kw before slip. With σ = E(ε + dw/dx), force balance becomes hE d²w/dx² = kw, whose solutions decay over the length √(Eh/k). If the compliance is that of a metal layer about one film thickness deep, k = G/h, with G = 26 GPa the shear modulus of aluminium. The decay length is then

h√(E/G) = 10 µm × √(100/26) = 19.6 µm,

or 0.25L. That is not negligible, but the lower limit survives because it uses only |q| ≤ τ. The upper limit survives because steady slip is eventually reached.

The second feature is the mean spacing, 121.9 µm, against 107.0 µm for equally likely positions. Three things can contribute. Pieces consist of whole elements, so the shortest possible one is 21 × 3.9 = 81.9 µm. Elastic give rounds off the plateau and favours cracks away from its ends. With only 16 pieces, chance alone can also shift the mean by several micrometres. One run cannot separate these causes. Over 40 different strength patterns the mean is about 114 µm, with 15 to 19 pieces, so about half of the excess is chance. Elastic give adds about 5 µm, whole elements about 1.5 µm, and the coarse strain steps about 1 µm.

**Is there enough energy?**

Reaching the strength is not sufficient if the crack cannot pay for its new surface. Hold the metal at fixed strain and let a crack form in a plateau, at least 2L from its neighbours. Let y be the distance from the new crack. On each side, the stress falls from S to τy/h for y < L. The stress drop is τ(L − y)/h, and the slip follows by integrating the strain change from the end of the slip zone:

u(y) = τ(L − y)²/(2hE).

For one side and unit width, the elastic energy released is

(h/2E) ∫₀ᴸ [S² − (τy/h)²] dy = (h/2E)(S²L − S²L/3) = hS²L/(3E),

where τL = Sh was used. The work lost to friction is

∫₀ᴸ τu dy = τ²L³/(6hE) = hS²L/(6E).

The difference is hS²L/(6E). Counting both sides and dividing by the crack area h per unit width gives

G_isolated = S²L/(3E) = S³h/(3Eτ).

Now take the last possible crack, at the middle of a piece of length 2L. The old stress on each side was τ(L − y)/h. The new stress τy/h meets it at y = L/2, so less of the scale is unloaded. The stress drop is τ(L − 2y)/h, and the slip is u = τ(L/2 − y)²/(hE). The released elastic energy per side is

(τ²/2hE) ∫ [(L − y)² − y²] dy = (τ²/2hE)(L³/2 − L³/4) = hS²L/(8E),

with the integral taken from 0 to L/2. The friction work is τ²(L/2)³/(3hE) = hS²L/(24E). The difference is hS²L/(12E) per side, half the earlier value, so

G_last = S³h/(6Eτ).

For the film, these formulas give G_isolated = 42.7 J/m² and G_last = 21.3 J/m². They count slip only. Elastic give lets a crack open further for the same loss of stress, so the true values are higher. If the oxide toughness is taken as roughly 10 J/m², both cracks can run. Since G_last is proportional to h, the slip-only value would fall to 10 J/m² at h = 10 × 10/21.3 ≈ 4.7 µm if S, E and τ were held fixed. With elastic give at k = G/h the values rise to about 50 and 34 J/m², and the critical thickness falls to about 2.9 µm. In a scale thinner than the critical value, some pieces longer than 2L could survive at the strain where their strength is first reached, and the upper limit would no longer be secure.

**What real scales change**

Anodic films differ widely in porosity, and with it in stiffness and strength; the flow stress of the metal depends on alloy and temper. The 80 µm above is therefore an estimate for one plausible set of values. Uniform strength is also an idealisation, because flaws make some sections weaker than others. With a 10 % standard deviation in element strength and the other settings of the first run, a shorter simulated scale had sections from 287 to 533 MPa. Its spacings ran from 66.3 to 144.3 µm, and 2 of its 11 pieces lay outside the range L to 2L calculated from the mean strength. Both were too short, as expected when a weak section breaks inside the shielded zone of a neighbour.

The constant τ is an idealisation too. With a Young modulus of about 70 GPa, a metal whose shear flow stress is 50 MPa yields in tension near √3 × 50/70,000 = 0.12 % strain by the von Mises rule, before the film cracks. Metal that is already flowing in tension can transmit less shear than 50 MPa, above all near the middle of a piece, where slip is slow. Some pieces longer than 160 µm may then survive. If the slip is spread over a von Mises layer of depth H, the shear at distance d from the middle is τd/√(d² + 3H²), and the longest surviving piece is 2√(L² + 2√3 LH): about 192 µm for H = h, and 176 to 219 µm for H from 5 to 20 µm. The elastic estimate of k is likewise only rough. The lower limit is not affected, because it needs only |q| ≤ τ.

Hardening of the metal raises τ. At 60 MPa, L falls to 66.7 µm and 2L to 133.3 µm, a reduction of 17 %. If τ rises during the test, these final values set the limits, because pieces that were safe at 50 MPa may break later.

Thermal or growth stress acts differently. A residual tension σ₀ changes the cracking condition in the plateau to Eε + σ₀ = S. The applied strain at cracking becomes (S − σ₀)/E, but L does not change, because it contains the total stress at fracture. Heating the film by 100 K, with a rough expansion mismatch of 17 × 10⁻⁶ per K, adds a tensile strain of 0.17 % and lowers the applied cracking strain from 0.40 to 0.23 %, if the properties stay fixed and the mismatch across the pulling direction is ignored. Including it, for a film Poisson ratio of 0.2 to 0.3, lowers the value further to 0.16 to 0.20 %.

Averaging over the thickness is doubtful within a distance of about h from a crack, and also at the middle of a piece, where the shear reverses and the last crack forms. In a plane elastic film with an abrupt reversal and a mean stress of 400 MPa there, the free surface carries about 355 MPa, while the stress at the base exceeds 490 MPa and depends on how sharp the reversal is. Here h/L = 0.125, which suggests corrections of the order of ten per cent of L. The description loses its basis when L is comparable with h.

**What to do with a measured crack pattern**

First make sure that it is saturated: stretch further and confirm that the number of cracks does not change. Before saturation, spacings can be much larger than 2L. Exclude regions where the scale has spalled.

For a uniform scale, the extremes then bracket L directly. Every spacing is at least L, and half of every spacing is at most L, so

s_max/2 ≤ L ≤ s_min.

The first simulated scale gives 78.0 µm ≤ L ≤ 85.8 µm, which contains the true 80 µm. If S and h are known, τ = Sh/L lies between 46.6 and 51.3 MPa. The mean is less safe here: dividing 121.9 µm by 1.338 gives L = 91 µm, which is 14 % too high for this one pattern; the typical mean of 114 µm gives 85 µm, about 6 % too high. If s_max exceeds 2s_min, the bracket is empty and at least one condition has failed. The scale with 10 % scatter shows this, since 144.3/66.3 = 2.2. The converse does not hold: a non-empty bracket does not prove uniform strength. For a rigid-slip scale of about a dozen pieces, roughly half of the non-empty brackets miss the L of the mean strength at 3 % scatter, and nearly all of them do at 10 %, where s_min is then typically about 74 µm.

Saturation does not mean that the scale has regained its protective function. The cracks stop multiplying, but they continue to open. In a fully slipped piece the mean stress is half the peak, τs/(4h). For equal pieces of length s, the gap per crack is the stretch of the metal minus that of the scale:

gap = sε − τs²/(4hE).

With s = 107 µm and ε = 1 %, the gap is 1.07 − 0.14 = 0.93 µm, and it grows by about 1 µm for each further per cent of strain. Where exposed metal matters, the strain must therefore stay below that of first cracking, (S − σ₀)/E, evaluated for the weakest part of the scale. This value applies to a single short loading. Sustained or repeated loading can crack an oxide at a lower stress, so a margin is needed. The saturated spacing tells how stress passes through the interface; it does not give a safe strain. The numerical output below lists the main inputs and the simulated results; the sizes quoted for neglected effects and for repeated runs are separate estimates, and the remaining numbers follow from the output and from values stated in the text.

Table of computed values

```
INPUTS (rough values, anodic oxide on aluminium)
thickness h = 10 um
strength S = 400 MPa
scale modulus E = 100 GPa
interface shear stress tau = 50 MPa
metal shear modulus = 26 GPa
IDEAL RESULT
L = 80.0 um, 2L = 160.0 um, L/h = 8.0
cracking strain S/E = 0.40 %
piece of 200 um: crack window 80 to 120 um from one end
largest profile error, near-rigid interface = 1.71 MPa
piece of 148.2 um: peak by formula = 370.5 MPa
same piece: simulated peak at 4.8 % strain = 370.8 MPa
CRACKING SIMULATION
scale length = 1950 um, element = 3.9 um
final pieces = 16
shortest, mean, longest = 85.8, 121.9, 156.0 um
strain at first crack = 0.43 %
strain at last crack = 0.60 %
second run: tau = 100 MPa, E = 150 GPa, L = 40.0 um
second run: shortest, longest = 44.9, 72.1 um
MEAN SPACING, all allowed positions equally likely
random sequence = 1.337 L
integral equation = 1.338 L = 107.0 um
NEGLECTED EFFECTS
strength scatter 10 %: 2 of 11 pieces outside L to 2L
with scatter: shortest, longest = 66.3, 144.3 um
weakest, strongest section = 287, 533 MPa
tau hardened to 60 MPa: L = 66.7 um, 2L = 133.3 um
elastic transfer length = 19.6 um = 0.25 L
thickness over L = 0.125
thermal mismatch strain, 100 K heating = 0.17 %
applied cracking strain after heating = 0.23 %
energy release, isolated crack = 42.7 J/m^2
energy release, middle of 2L piece = 21.3 J/m^2
rough oxide toughness = 10 J/m^2
```
